\section*{DEPT intensities and the separation of CH, CH2 and CH3 signals}

\section*{The problem}

A carbon-13 spin $S$ is coupled to $n$ equivalent protons $I_1,\dots,I_n$ with the same one-bond coupling $J$ (in Hz). The DEPT experiment transfers proton polarization to the carbon. It has three equal delays $\tau$:

\begin{center}
\begin{tabular}{lll}
time & proton pulse & carbon pulse\\
$0$ & $90^\circ_x$ & none\\
$\tau$ & $180^\circ_x$ & $90^\circ_x$\\
$2\tau$ & $\theta_y$ & $180^\circ_x$\\
$3\tau$ & decoupling on & acquisition starts
\end{tabular}
\end{center}

The task is to find how the carbon signal depends on $n$ and $\theta$, and to use this dependence to sort carbons by their number of attached protons.

Pulses are taken as ideal and instantaneous, relaxation is neglected, and decoupling is assumed to remove the coupling completely. The coupling is weak, so in the doubly rotating frame and in angular frequency units it is $2\pi J\sum_k I_{kz}S_z$. A generator $A$ acting through an angle $\beta$ changes the density operator as $\rho\to e^{-i\beta A}\rho\,e^{i\beta A}$. Until part (d) both spins are on resonance and the carbon's own initial magnetization is left out. The initial operator is then $\sum_k I_{kz}$, and a final operator $S_x$ counts as a signal of 1. The unit of signal is thus the polarization of one proton, carried by the carbon.

\section*{(a) Rules for pulses and coupling}

\textbf{Question.} How do pulses act on $I_x$, $I_y$, $I_z$? How does the coupling act on $S_\pm=S_x\pm iS_y$ during a delay $\tau$, and what does it do to a product such as $2I_xS_y$?

\textbf{Solution.} Differentiating the rotated operator gives $d\rho/d\beta=-i[A,\rho]$. If $[A,B]=iC$ and $[A,C]=-iB$, then $B'=C$ and $C'=-B$, so $B\to B\cos\beta+C\sin\beta$ and $C\to C\cos\beta-B\sin\beta$. With $[I_x,I_y]=iI_z$ and its cyclic permutations,
\begin{align}
\beta_x:&\quad I_z\to I_z\cos\beta-I_y\sin\beta,\quad I_y\to I_y\cos\beta+I_z\sin\beta,\\
\theta_y:&\quad I_z\to I_z\cos\theta+I_x\sin\theta,\quad I_x\to I_x\cos\theta-I_z\sin\theta. \label{ypulse}
\end{align}

For the coupling to one proton, let $\phi=\pi J\tau$ and $U=e^{-2i\phi I_zS_z}$. Since $S_zS_+=S_+(S_z+1)$,
\begin{equation}
US_+U^\dagger=S_+e^{-2i\phi I_z(S_z+1)}e^{2i\phi I_zS_z}=S_+e^{-2i\phi I_z}.
\end{equation}
For spin $1/2$, $(2I_z)^2=1$, so the exponential series splits into a cosine and a sine:
\begin{equation}
S_\pm\to S_\pm\left(\cos\phi\mp 2iI_z\sin\phi\right). \label{coupling}
\end{equation}
The lower sign is the Hermitian conjugate of the upper one. Exchanging the roles of $I$ and $S$, and using $I_y=(I_+-I_-)/2i$,
\begin{equation}
I_y\to I_y\cos\phi-2I_xS_z\sin\phi. \label{Iy}
\end{equation}

A product with both spins transverse does not evolve under their mutual coupling. The operators $I_+S_+$ and $I_-S_-$ connect the states $\alpha\alpha$ and $\beta\beta$, which both have $I_zS_z=1/4$. The operators $I_+S_-$ and $I_-S_+$ connect $\alpha\beta$ and $\beta\alpha$, which both have $I_zS_z=-1/4$. All four therefore commute with $I_zS_z$, and so does $2I_xS_y$.

\section*{(b) The state just before the $\theta$ pulse}

\textbf{Question.} Choose $\tau=1/(2J)$, so that $\phi=\pi/2$. What is the density operator at time $2\tau$, before the pulses applied there?

\textbf{Solution.} Follow the term that starts as $I_{kz}$. Proton $k$ is called active and the others passive. The first pulse gives $-I_{ky}$, and by (\ref{Iy}) the first delay turns this into $2I_{kx}S_z$. The proton $180^\circ_x$ pulse leaves $I_{kx}$ alone, and the carbon $90^\circ_x$ pulse takes $S_z$ to $-S_y$:
\begin{equation}
I_{kz}\to-I_{ky}\to2I_{kx}S_z\to-2I_{kx}S_y=iI_{kx}(S_+-S_-). \label{prep}
\end{equation}
The last form uses $S_y=(S_+-S_-)/2i$ and $-1/i=i$.

In the second delay the coupling to the active proton has no effect, by part (a). Each passive proton $j$ multiplies $S_+$ by $-2iI_{jz}$ and $S_-$ by $+2iI_{jz}$. With $P_k=\prod_{j\neq k}2I_{jz}$ the result is
\begin{equation}
\sigma_k=iI_{kx}P_k\left[(-i)^{n-1}S_+-i^{\,n-1}S_-\right], \label{sigma}
\end{equation}
and the full state is $\sum_k\sigma_k$. Written out for an active proton 1:
\begin{align}
n=1:&\quad -2I_{1x}S_y,\\
n=2:&\quad 4I_{1x}I_{2z}S_x,\\
n=3:&\quad 8I_{1x}I_{2z}I_{3z}S_y.
\end{align}
Each term is a mixture of zero- and double-quantum coherence of the carbon and one proton. The passive protons are recorded as factors $2I_{jz}$, and the next pulse acts on these factors differently from the active one.

\section*{(c) The intensity}

\textbf{Question.} What carbon signal is present when acquisition starts?

\textbf{Solution.} The carbon $180^\circ_x$ pulse keeps $S_x$ and reverses $S_y$, so it exchanges $S_+$ and $S_-$. The $\theta_y$ pulse acts on the protons through (\ref{ypulse}):
\begin{equation}
I_{kx}\to-I_{kz}\sin\theta+I_{kx}\cos\theta,\qquad
I_{jz}\to I_{jz}\cos\theta+I_{jx}\sin\theta .
\end{equation}

Terms that still contain a transverse proton operator give no signal. The signal is a trace of $\rho$ with a carbon operator, and the trace of a transverse operator over its own proton is zero. The coupling in the last delay only multiplies such an operator by functions of $z$ operators, so it stays transverse. During acquisition the decoupled Hamiltonian acts on protons and carbon separately, and proton evolution alone cannot change a trace over the protons.

The part that matters has every proton along $z$. Let $P=\prod_{j=1}^n2I_{jz}$, so that $I_{kz}P_k=P/2$. From (\ref{sigma}), after the pulses,
\begin{equation}
-\frac i2P\sin\theta\cos^{n-1}\theta\left[(-i)^{n-1}S_--i^{\,n-1}S_+\right].
\end{equation}
In the last delay all $n$ protons act, with $S_+\to(-i)^nPS_+$ and $S_-\to i^nPS_-$. Since $P^2=1$, all proton operators disappear and the carbon magnetization is in phase. The phase factors are
\begin{equation}
(-i)^{n-1}i^n=i,\qquad i^{\,n-1}(-i)^n=-i,
\end{equation}
because $(-i)i=1$. The contribution of one active proton is therefore
\begin{equation}
-\frac i2\sin\theta\cos^{n-1}\theta\,(iS_-+iS_+)=S_x\sin\theta\cos^{n-1}\theta .
\end{equation}
Each of the $n$ protons is active in one term of the sum, so
\begin{equation}
\boxed{\,s_n(\theta)=n\sin\theta\cos^{n-1}\theta\,} \label{law}
\end{equation}
along $+x$ for every $n$. The sine is the return of the active proton to the $z$ axis. Each cosine is the part of a passive proton that remains there. A carbon without attached protons has no starting term and gives no signal in this model. In real molecules long-range couplings leave a small residue: by the law of part (f), three remote protons coupled at 8 Hz give about 0.02 when the delay is set for 140 Hz.

For CH the signal is greatest at $90^\circ$. For $n\geq2$ the derivative is
\begin{equation}
s_n'(\theta)=n\cos^{n-2}\theta\left[\cos^2\theta-(n-1)\sin^2\theta\right],
\end{equation}
so the maximum between $0$ and $90^\circ$ lies at $\tan^2\theta=1/(n-1)$. This is $45^\circ$ for CH$_2$. For CH$_3$ it is $35.26^\circ$, where $\sin\theta=1/\sqrt3$, $\cos^2\theta=2/3$ and the signal is $2/\sqrt3=1.1547$.

\section*{(d) Shifts, proton--proton coupling and native carbon signal}

\textbf{Question.} Does (\ref{law}) survive resonance offsets $\Omega_I$, $\Omega_S$ and a coupling among the protons? What does the carbon's own magnetization add?

\textbf{Solution.} The offset terms commute with the heteronuclear coupling, so their effects can be followed separately.

\emph{Proton shift.} The active proton precesses through $\Omega_I\tau$ in the first delay. The $180^\circ_x$ pulse reverses this angle, and the second delay brings it back to zero. Without that pulse the angle would be $2\Omega_I\tau$, and $I_{kx}$ would become $I_{kx}\cos2\Omega_I\tau+I_{ky}\sin2\Omega_I\tau$. The $\theta_y$ pulse leaves $I_{ky}$ transverse and hence silent, so the signal would be multiplied by $\cos2\Omega_I\tau$.

\emph{Carbon shift.} In the second delay $S_+$ gains a factor $e^{-i\Omega_S\tau}$. The $180^\circ$ pulse converts it to $S_-$, which gains $e^{+i\Omega_S\tau}$ in the third delay, and the two factors cancel. This is exact for instantaneous pulses. Real carbon offsets can be a sizable fraction of the rf field: with a 25 kHz field and a 10 kHz offset the intensities fall by up to about a quarter, and by different amounts for the three groups, because an off-resonance $180^\circ$ pulse refocuses incompletely. The same pulse also fixes the sign. Without it, and on resonance, the coupling factors of $S_+$ would combine to $(-i)^{2n-1}=(-1)^ni$ and those of $S_-$ to $i^{2n-1}=-(-1)^ni$. The contribution would be
\begin{equation}
-\frac i2\sin\theta\cos^{n-1}\theta\,(-1)^ni\,(S_++S_-)=(-1)^nS_x\sin\theta\cos^{n-1}\theta,
\end{equation}
with CH$_2$ opposite in sign to CH and CH$_3$ for $0<\theta<90^\circ$. Between $90^\circ$ and $180^\circ$ the cosine is negative and all three signals would be negative.

\emph{Coupling among the protons.} The scalar coupling $\mathbf I_i\cdot\mathbf I_j$ is unchanged when both protons are rotated together, so it commutes with every component of the total proton spin. For equivalent protons the initial operator, the pulses, the shift and the heteronuclear coupling contain the protons through this total spin alone. The proton--proton coupling therefore drops out. This argument fails if the protons differ in shift or in $J$, and it does not cover couplings to protons on neighbouring carbons. Such cases cost a few per cent of the signal: about 6\,\% for a CH$_2$ whose protons differ by 200 Hz and are coupled by $-12$ Hz, and about 4\,\% for a CH proton coupled by 7 Hz to three neighbours 400 Hz away.

\emph{Native carbon magnetization.} An initial $S_z$ becomes $-S_y=\frac i2(S_+-S_-)$ at time $\tau$. All $n$ protons are now passive. The second delay gives $\frac i2P[(-i)^nS_+-i^nS_-]$, the carbon pulse exchanges $S_\pm$, and the $\theta$ pulse leaves $P\cos^n\theta$ as the observable part. After the last delay
\begin{equation}
\frac i2\cos^n\theta\,\left[(-i)^ni^nS_--i^n(-i)^nS_+\right]=\frac i2\cos^n\theta\,(S_--S_+)=S_y\cos^n\theta .
\end{equation}
This signal is $90^\circ$ out of phase with (\ref{law}) and has a different angular dependence. It does not depend on the first proton pulse, whereas the transferred signal changes sign if that pulse is applied along $-x$. Half the difference of the two experiments keeps the transferred signal alone, and this phase cycle is assumed from here on.

\section*{(e) Separating CH, CH$_2$ and CH$_3$}

\textbf{Question.} Let $A$, $B$ and $C$ be spectra recorded with $\theta=45^\circ$, $90^\circ$ and $135^\circ$, with equal numbers of scans and equal scaling. At one frequency the amounts of CH, CH$_2$ and CH$_3$ are $a_1,a_2,a_3$. Express these amounts through $A,B,C$. How much noise does each result carry?

\textbf{Solution.} At $45^\circ$ and $135^\circ$ the sine is $1/\sqrt2$ and the cosine is $\pm1/\sqrt2$. Equation (\ref{law}) gives
\begin{align}
A&=\frac{a_1}{\sqrt2}+a_2+\frac{3a_3}{2\sqrt2},\\
B&=a_1,\\
C&=\frac{a_1}{\sqrt2}-a_2+\frac{3a_3}{2\sqrt2}.
\end{align}
The second line is already solved for $a_1$. Subtracting the third from the first gives $A-C=2a_2$. Adding them gives $A+C=\sqrt2\,a_1+3a_3/\sqrt2$. Putting $a_1=B$ and multiplying by $\sqrt2/3$ isolates $a_3$:
\begin{equation}
\boxed{\,a_1=B,\qquad a_2=\frac{A-C}2,\qquad a_3=\frac{\sqrt2}3(A+C)-\frac23B\,} \label{edit}
\end{equation}

If the three spectra have independent noise of equal standard deviation $\sigma$, the variances add with squared weights. The noise is $\sigma$ for CH, $\sigma\sqrt{1/4+1/4}=\sigma/\sqrt2$ for CH$_2$, and $\sigma\sqrt{2/9+2/9+4/9}=\sqrt8\,\sigma/3\approx0.943\,\sigma$ for CH$_3$.

Other angles can serve too. With $x_i=\cos\theta_i$, row $i$ of the response matrix is $\sin\theta_i\,(1,2x_i,3x_i^2)$. Taking the sines out of the rows and the factors 1, 2, 3 out of the columns leaves a Vandermonde determinant:
\begin{equation}
\det=6\prod_i\sin\theta_i\prod_{i<j}(x_j-x_i).
\end{equation}
Three angles suffice if no sine vanishes and the three cosines differ. For the present angles the determinant is $-3/\sqrt2=-2.1213$.

\section*{(f) A delay that does not match $J$}

\textbf{Question.} Couplings vary between groups, but one value of $\tau$ must serve the whole spectrum. Find the signal for arbitrary $\phi=\pi J\tau$. What do the combinations (\ref{edit}) then return?

\textbf{Solution.} Write $c=\cos\phi$ and $s=\sin\phi$. The first delay gives $-cI_{ky}+2sI_{kx}S_z$. The first term can produce only $S_z$ operators later on, because the one carbon pulse still to come after time $\tau$ is a $180^\circ$ pulse. It gives no carbon signal. The second term becomes $is\,I_{kx}(S_+-S_-)$ after the pulses at time $\tau$.

Follow the part $-is\,I_{kx}S_-$, which the carbon $180^\circ$ pulse turns into $S_+$. A passive proton contributes $c+2isI_{jz}$ in the second delay. The $\theta$ pulse changes this to $c+2isI_{jz}\cos\theta$ plus a silent transverse term, and the last delay multiplies by $c-2isI_{jz}$. Averaging over the two proton states, with $\langle I_{jz}\rangle=0$ and $4I_{jz}^2=1$, gives
\begin{equation}
\left\langle(c+2isI_{jz}\cos\theta)(c-2isI_{jz})\right\rangle=c^2+s^2\cos\theta .
\end{equation}
The active proton contributes
\begin{equation}
\left\langle-I_{kz}\sin\theta\,(c-2isI_{kz})\right\rangle=\frac{is}2\sin\theta .
\end{equation}
With the prefactor $-is$ this makes $\frac12s^2\sin\theta$ the coefficient of $S_+$. The coefficient of $S_-$ is its complex conjugate and hence equal, so the magnetization is along $S_x$. Summed over active protons,
\begin{equation}
s_n(\theta,\phi)=n\,s^2\sin\theta\left(c^2+s^2\cos\theta\right)^{n-1}. \label{mis}
\end{equation}
At $\phi=\pi/2$ this returns (\ref{law}).

Expand (\ref{mis}) in the matched responses $s_1=\sin\theta$, $s_2=2\sin\theta\cos\theta$ and $s_3=3\sin\theta\cos^2\theta$:
\begin{align}
\text{CH}:&\quad s^2\,s_1,\\
\text{CH}_2:&\quad 2s^2c^2\,s_1+s^4\,s_2,\\
\text{CH}_3:&\quad 3s^2c^4\,s_1+3s^4c^2\,s_2+s^6\,s_3 .
\end{align}
The combinations (\ref{edit}) are linear and read off these coefficients. A mismatched delay thus weakens each group in its own edited spectrum and sends part of it to the spectra of groups with fewer protons. A wrong delay alone leaks nothing the other way. A mis-set $\theta$ pulse does: with all three angles 5\,\% too large, CH puts $(\sin47.25^\circ-\sin141.75^\circ)/2=0.058$ into the CH$_2$ spectrum, and CH$_2$ puts about $0.12$ into the CH$_3$ spectrum. In a partly matched delay a passive proton can leave the carbon coherence unmarked, and the group then responds to $\theta$ as if it had one proton fewer.

\section*{(g) An unresolved line}

\textbf{Question.} One line contains CH, CH$_2$ and CH$_3$ in relative amounts $1.0$, $2.0$ and $1.5$. The delay is set for $J=140$ Hz. Find $A$, $B$, $C$ and the edited amounts, first if all couplings are 140 Hz, then if they are 160, 130 and 125 Hz for CH, CH$_2$ and CH$_3$. What does a proton pulse 5\,\% too long do to the nominal $90^\circ$ spectrum? The couplings are round model parameters.

\textbf{Solution.} The delay is $\tau=1/(2\times140\ \text{Hz})=3.571$ ms. With matched couplings,
\begin{align}
A&=0.7071+2.0\times1.0000+1.5\times1.0607=4.298,\\
B&=1.000,\\
C&=0.7071-2.0\times1.0000+1.5\times1.0607=0.298.
\end{align}
The combinations return $a_1=1.000$, $a_2=(4.298-0.298)/2=2.000$ and $a_3=0.4714\times4.596-0.6667\times1.000=1.500$.

With the unequal couplings $\phi$ is $102.86^\circ$, $83.57^\circ$ and $80.36^\circ$. Per unit amount, the edited spectra contain:

\begin{center}
\begin{tabular}{lccc}
edited spectrum & from CH & from CH$_2$ & from CH$_3$\\
CH & 0.9505 & 0.0248 & 0.0023\\
CH$_2$ & 0 & 0.9751 & 0.0795\\
CH$_3$ & 0 & 0 & 0.9182
\end{tabular}
\end{center}

The line intensities are now $A=4.240$, $B=1.003$ and $C=0.101$, and the apparent amounts are
\begin{align}
a_1&=0.9505+2.0\times0.0248+1.5\times0.0023\approx1.00,\\
a_2&=2.0\times0.9751+1.5\times0.0795\approx2.07,\\
a_3&=1.5\times0.9182\approx1.38 .
\end{align}
Relative to the true amounts, CH$_3$ is 8\,\% too low and CH$_2$ about 3\,\% too high. The good value for CH is a coincidence of this mixture: a loss of about 0.05 is offset by a leakage of about 0.05 from the other groups.

A pulse 5\,\% too long makes the nominal $90^\circ$ pulse $94.5^\circ$. With matched delay, CH$_2$ then leaves $2\sin94.5^\circ\cos94.5^\circ=-0.156$ per unit amount in a spectrum that should show CH alone. For a small angle error $\delta$ in radians this residue is $\sin(180^\circ+2\delta)\approx-2\delta$, linear in the error. The residue from a wrong coupling, $2s^2c^2$, is quadratic in the deviation of $\phi$ from $90^\circ$, and it is $0.025$ for CH$_2$ here. In this example the pulse calibration is the more serious of the two for a clean CH spectrum.

The numerical check propagates the full density matrix through the sequence and compares it with the intensity laws and the editing weights.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coupling used to set the delay: 140 Hz
Delay tau = 1/(2J): 3.571 ms
Largest deviation, simulation from intensity law: 1.6e-15
Signals in units of one proton polarization on carbon:
  theta = 45 deg: CH 0.7071, CH2 1.0000, CH3 1.0607
  theta = 90 deg: CH 1.0000, CH2 0.0000, CH3 0.0000
  theta = 135 deg: CH 0.7071, CH2 -1.0000, CH3 1.0607
Determinant of the response matrix: -2.1213
Weights of the (45, 90, 135) deg spectra:
  CH: 0.0000, 1.0000, 0.0000
  CH2: 0.5000, 0.0000, -0.5000
  CH3: 0.4714, -0.6667, 0.4714
Noise of edited spectra / noise of one spectrum (closed form):
  CH 1.0000, CH2 0.7071, CH3 0.9428
The same from random noise:
  CH 0.998, CH2 0.705, CH3 0.944
CH3 signal is greatest at theta = 35.26 deg
Greatest CH3 signal: 1.1547
Unresolved line, true amounts (relative):
  CH 1.00, CH2 2.00, CH3 1.50
Line intensity, matched delay, at 45, 90, 135 deg:
  4.2981, 1.0000, 0.2981
Recovered amounts, matched delay:
  CH 1.0000, CH2 2.0000, CH3 1.5000
Actual couplings in the mismatched case (Hz):
  CH 160, CH2 130, CH3 125
phi = pi J tau in the mismatched case (deg):
  CH 102.86, CH2 83.57, CH3 80.36
Edited signal per unit amount of CH, CH2, CH3 (mismatched):
  in CH spectrum: 0.9505, 0.0248, 0.0023
  in CH2 spectrum: 0.0000, 0.9751, 0.0795
  in CH3 spectrum: 0.0000, 0.0000, 0.9182
Line intensity, mismatched delay, at 45, 90, 135 deg:
  4.2398, 1.0034, 0.1009
Apparent amounts, mismatched delay:
  CH 1.0034, CH2 2.0694, CH3 1.3772
Pulse 5 % too long: theta = 94.5 deg
CH2 residue in that nominal 90 deg spectrum: -0.1564
\end{verbatim}
